# Heavy tails of variational Monte Carlo force estimators: nuclei and nodes

## Result

Let $\lambda$ be the $z$ coordinate of nucleus A, $\Psi(\mathbf X;\lambda)$ a trial function of the electron configuration $\mathbf X$, and $F=-dE/d\lambda$ the force from the variational energy at fixed variational parameters. Configurations are drawn from $|\Psi|^2/N$ with $N=\int|\Psi|^2$, and $P(\cdot)$ is probability under this density. The algebra is in atomic units. The force is the sum of the means of a Hellmann-Feynman estimator $F_{HF}$ and a Pulay estimator $F_P$, whose large-$x$ tails are as follows.

1. For $V=-Z/r$ and electron density $\rho_0>0$ at A, $P(|F_{HF}|>x)\to\frac{8\pi}{15}\rho_0(Z/x)^{3/2}$. The mean is finite and the variance infinite.
2. For a central local potential the region near A gives finite variance when $V'$ is square integrable there. A bounded $V$ is not sufficient. A bounded $V'$ makes every moment finite.
3. A semilocal projector with a smooth radial factor (derived and tested here for an $s$ channel) gives a Hellmann-Feynman term of finite variance, with an $x^{-3}$ tail from the node unless $(\partial_\lambda V_{NL})\Psi$ vanishes there.
4. For real $\Psi$, $F_P\to-K/d^2$ at distance $d$ from the node, with $K=2(H\Psi)(\partial_\lambda\Psi)/|\nabla\Psi|^2$. If $K\ne0$ on part of the node, the tail is $x^{-3/2}$ and the variance infinite. For local potentials finite on the node $K$ does not contain $V$.
5. For complex $\Psi$ with zeros of codimension two, if $\mathrm{Re}[(\partial_\lambda\Psi)^*H\Psi]\ne0$ on part of the zero set, the tail is $x^{-2}$ and the variance diverges logarithmically.

## The two estimators

Take $\Psi$ real and write $\partial$ for $\partial_\lambda$. Differentiating $EN=\int\Psi H\Psi$ gives

$$N\,\partial E+2E\!\int\!\Psi\,\partial\Psi=\int\!\partial\Psi\,H\Psi+\int\!\Psi(\partial H)\Psi+\int\!\Psi H\,\partial\Psi .$$

The derivative may be taken under the integral for the Coulomb potential because $|\partial V|\le Z/r^2$ is integrable in three dimensions. Hermiticity makes the last integral equal to the first on the right. It follows from Green's theorem, in which the node plays no part because $\Psi$ and $\partial\Psi$ are smooth across it. With a nuclear cusp, $\partial\Psi=a_0+a_1\cos\theta+O(r)$ and its radial derivative are bounded, so the surface term on a sphere of radius $\epsilon$ vanishes as $\epsilon^2$. Moving the term $2E\int\Psi\,\partial\Psi$ to the right, writing each integrand as $\Psi^2$ times a ratio, and using $E_L=H\Psi/\Psi$,

$$F=\langle F_{HF}\rangle+\langle F_P\rangle,\quad F_{HF}=-\frac{(\partial H)\Psi}{\Psi},\quad F_P=-2(E_L-E)\frac{\partial\Psi}{\Psi}.$$

For complex $\Psi$ the two wave-function terms are complex conjugates, and $F_P=-2\,\mathrm{Re}[(\partial\Psi/\Psi)^*(E_L-E)]$.

For a local central potential on A, $r=|\mathbf r-\lambda\hat z|$ has $\partial r=-(z-\lambda)/r=-\cos\theta$, so $\partial V=-V'(r)\cos\theta$ and

$$F_{HF}=\sum_iV'(r_i)\cos\theta_i .$$

For $V=-Z/r$, $V'=Z/r^2$, and an electron at $\theta=0$ pulls the nucleus toward $+z$, as attraction requires. The ion-ion force is a constant and carries no variance.

## From local behaviour to tails

Suppose an estimator grows as $\delta^{-p}$ at distance $\delta$ from a singular set, and the probability of lying within $\delta$ scales as $\delta^q$. Then $|F|>x$ requires $\delta\lesssim x^{-1/p}$, and $P(|F|>x)\to Ax^{-\mu}$ with $\mu=q/p$. Since $|F|^m=\int_0^{|F|}mx^{m-1}dx$, averaging gives

$$\langle|F|^m\rangle=\int_0^\infty m\,x^{m-1}P(|F|>x)\,dx ,$$

which converges at large $x$ if and only if $m<\mu$. The variance is finite for $\mu>2$, diverges as $2A\ln X$ with upper limit $X$ for $\mu=2$, and as $X^{2-\mu}$ for $\mu<2$.

The effect on an average of $n$ independent samples follows from a scaling argument. The largest sample has size $X_n$ with $nAX_n^{-\mu}\sim1$, so $X_n\propto n^{1/\mu}$. The variance of the part of the distribution that has been visited is $\sigma_n^2\propto X_n^{2-\mu}=n^{2/\mu-1}$, and the spread of the mean is $\sigma_n/\sqrt n\propto n^{1/\mu-1}$ for $1<\mu<2$. For $\mu=3/2$, in the limit of large $n$, the spread falls as $n^{-1/3}$ and a typical sample variance grows as $n^{1/3}$ without settling, so it does not supply a Gaussian error bar.

## The Coulomb nucleus

For one electron near A, $|F_{HF}|>x$ means $r<r_x(\theta)=\sqrt{Z|\cos\theta|/x}$. With $\rho$ the total electron density, which counts the chance that any electron is there, and $u=\cos\theta$,

$$P\to\rho_0\int d\Omega\,\frac{r_x^3}{3}=\frac{2\pi\rho_0}{3}\Big(\frac Zx\Big)^{3/2}\int_{-1}^1|u|^{3/2}du=\frac{8\pi}{15}\rho_0\Big(\frac Zx\Big)^{3/2},$$

using $\int_{-1}^1|u|^{3/2}du=4/5$. Two electrons within $\delta$ of A at once cost probability $\delta^6$ against $\delta^3$ and do not change the leading term. Here $p=2$, $q=3$, $\mu=3/2$. For a density smooth at A, the term of $\rho$ linear in $\mathbf r$ is odd under inversion while $r_x$ is even, so it cancels and the first relative correction is $O(r_x^2)=O(1/x)$. A cusp adds a spherical term linear in $r$ and makes the correction $O(x^{-1/2})$.

The second moment from the shell $\epsilon<r<2\epsilon$ is

$$\rho_0Z^2\int d\Omega\cos^2\theta\int_\epsilon^{2\epsilon}\frac{r^2dr}{r^4}=\frac{4\pi}{3}\rho_0Z^2\,\frac1{2\epsilon}.$$

Adding the shells outward, $\frac1{2\epsilon}+\frac1{4\epsilon}+\dots=\frac1\epsilon$, gives $\langle F_{HF}^2\rangle_{r>\epsilon}\to4\pi Z^2\rho_0/(3\epsilon)$. The mean converges absolutely because $r^2dr/r^2$ is integrable. The result fails when $\rho_0=0$: a density vanishing as $r^2$ has $q=5$, $\mu=5/2$ and finite variance.

The Pulay estimator does not diverge in variance at the nucleus when $\Psi\neq0$ there. $E_L$ is at worst of order $1/r$, from a mismatch between cusp and potential, and $\partial\Psi/\Psi$ is bounded, so $p\le1$ and $\mu\ge3$.

## Nonsingular local potentials

With $\rho$ continuous and $\rho_0>0$, the one-electron contribution near A is $\frac{4\pi}{3}\rho_0\int V'^2r^2dr$ to leading order, so finite variance is equivalent to convergence of this integral at $r=0$. For $V=-r^{-s}$, $V'=sr^{-s-1}$ and a shell gives $\frac{4\pi}3\rho_0s^2\int_\epsilon^{2\epsilon}r^{-2s}dr\propto\epsilon^{1-2s}$. Summing inward over $\epsilon/2,\epsilon/4,\dots$ yields a geometric series of ratio $2^{-(1-2s)}$, convergent for $s<1/2$. At $s=1/2$ each shell contributes equally and the divergence is logarithmic. A weakly singular potential can therefore have finite force variance.

Conversely, a bounded potential can fail. For $V=\sin(1/r)$, $V'=-\cos(1/r)/r^2$, and with $\phi=1/r$ the radial integral over a shell is

$$\int_{1/2\epsilon}^{1/\epsilon}\cos^2\phi\,d\phi=\frac1{4\epsilon}+\Big[\frac{\sin2\phi}{4}\Big]_{1/2\epsilon}^{1/\epsilon}.$$

The bracket is at most $1/2$ in size, so the ratio to the $Z=1$ Coulomb value $1/(2\epsilon)$ lies within $\epsilon$ of $1/2$, and the variance diverges as $1/\epsilon$. The condition to impose is on $V'$.

A Gaussian-type local channel built to be nonsingular is

$$V=-\frac Zr\big(1-e^{-ar^2}\big)+Za\,r\,e^{-br^2}+\gamma e^{-\delta r^2},$$

with $Z$ the effective charge. At small $r$ the first term is $-Zar+\frac12Za^2r^3$, the second $Zar-Zab\,r^3$, the third $\gamma-\gamma\delta r^2$. The linear terms cancel and $V=\gamma-\gamma\delta r^2+O(r^3)$, so $V'\to-2\gamma\delta r$. At large $r$, $V'\to Z/r^2$. A function continuous on $[0,\infty)$ that decays at infinity is bounded, so for $N_e$ electrons $|F_{HF}|\le N_e\max|V'|$ and every moment is finite. Boundedness does not rely on the cancellation: without the second term $V'(0)=-Za$ is still finite.

## Semilocal projectors

For an $s$ projector on A acting on one electron, $(V_{NL}\Psi)(\mathbf r)=v(r)M(r;\lambda)$, where $M$ is the average of $\Psi$ over the sphere of radius $r$ about A. The Hellmann-Feynman part moves the operator and holds $\Psi$ fixed:

$$w\equiv(\partial V_{NL})\Psi=-\cos\theta\,\partial_r(vM)+v\,\partial_\lambda M,\qquad F_{NL}=-w/\Psi .$$

The function $w$ is bounded when $v$, $v'$, $\Psi$ and $\nabla\Psi$ are. It samples $\Psi$ away from $\mathbf r$ and need not vanish where $\Psi(\mathbf r)$ does. The angular average is taken as converged; noise from a stochastic angular rule is not treated. The second moment is $\int\Psi^2(w/\Psi)^2/N=\int w^2/N$, which is finite because $w$ is bounded and $v$ has short range.

For the tail, let the node be a smooth hypersurface $S$ with $g=|\nabla\Psi|\ne0$ and $d$ the signed normal distance, so that $\Psi=gd+O(d^2)$ and the volume element is $dS\,dd\,(1+O(d))$. Then $|F_{NL}|>x$ means $|d|<|w|/(gx)$, and $\int_{-D}^{D}g^2d^2\,dd=\frac23g^2D^3$ gives

$$P(|F_{NL}|>x)\to\frac{2}{3x^3}\int_S\frac{|w|^3}{g}\frac{dS}{N}.$$

With $\mu=3$ the variance exists, while the third absolute moment diverges logarithmically and the fourth as a power. The error bar is meaningful, but the sample variance that estimates it has itself infinite variance.

## The Pulay estimator at a real node

Write $h=H\Psi$ and $t=\partial\Psi$ evaluated on $S$. Then $E_L\to h/(gd)$, $\partial\Psi/\Psi\to t/(gd)$, and

$$F_P=-\frac{K}{d^2}+\frac{b}{d}+O(1),\qquad K=\frac{2ht}{g^2},$$

where $b$ collects the term in $E$ and the next order of each expansion. The leading term has the same sign on both sides of the node, so where $K$ has one sign the tail is one-sided. The factors have direct meanings. On $S$ a finite local potential gives $V\Psi=0$, so $h=-\frac12\nabla^2\Psi$, and $K$ is the same for a Coulomb and for a smooth local potential used with the same $\Psi$. A projector adds $V_{NL}\Psi$ to $h$. For $t$, solving $gd+t\,\delta\lambda=0$ shows that the node moves by $-t\,\delta\lambda/g$, so $t\neq0$ means that the node moves with the nucleus.

The condition $|F_P|>x$ gives $|d|<D=\sqrt{|K|/x}$. With the integral used above, and assuming the surface integrals converge,

$$P(|F_P|>x)\to\frac{2}{3x^{3/2}}\int_Sg^2|K|^{3/2}\frac{dS}{N}.$$

Here $p=2$, $q=3$, as at the Coulomb nucleus. For the correction take $K>0$ and put $|d|=D(1+\eta)$ in $-K/d^2+b/d=-x$. To first order $2x\eta\pm b/D=0$, so $\eta=\mp bD/(2K)$ on the two sides. These shifts cancel in the sum, as do the odd terms of the weight, and the relative correction is $O(D^2)=O(1/x)$ where $K$ stays away from zero.

The second moment outside a slab, $2\int_\epsilon g^2d^2K^2d^{-4}dd$, and the first moment inside it, $-2\int_0^\epsilon g^2d^2Kd^{-2}dd$, are

$$\langle F_P^2\rangle_{|d|>\epsilon}\to\frac2\epsilon\int_Sg^2K^2\frac{dS}N,\qquad\langle F_P\rangle_{|d|<\epsilon}\to-2\epsilon\int_Sg^2K\frac{dS}N .$$

The mean is finite because $\Psi^2F_P=-2(H\Psi-E\Psi)\partial\Psi$ is bounded at the node. Setting the estimator to zero inside the slab biases the force by $O(\epsilon)$ and leaves a variance $O(1/\epsilon)$. For uniform $K$ and $B=\int_Sg^2dS/N$, the squared error of an $n$-sample mean is $4B^2K^2\epsilon^2+2BK^2/(\epsilon n)$ when the nodal term dominates the variance. Setting the $\epsilon$ derivative to zero, $8B^2K^2\epsilon=2BK^2/(\epsilon^2n)$, gives $\epsilon^3=1/(4Bn)$ and an error $\propto n^{-1/3}$. A hard cut restores a finite variance at fixed $\epsilon$ but, for uniform nonzero $K$, does not improve the exponent. Where $K$ changes sign, $\int_Sg^2K\,dS$ can vanish; the bias linear in $\epsilon$ then cancels and this estimate does not apply.

**Total-derivative form.** Differentiating $E=\langle E_L\rangle$ directly gives the estimator $F_T=-[\partial E_L+2(E_L-E)\partial\Psi/\Psi]$. From the quotient rule,

$$\partial E_L=\frac{(\partial H)\Psi}{\Psi}+\frac{H\partial\Psi}{\Psi}-E_L\frac{\partial\Psi}{\Psi}.$$

The last two terms have mean $\int(\Psi H\partial\Psi-\partial\Psi H\Psi)/N=0$, so $F_T$ has the correct mean. At the node the first two terms are at most $O(1/d)$. The $d^{-2}$ part of $F_T$ is $+ht/(gd)^2-2ht/(gd)^2=-K/(2d^2)$. The exponent is unchanged and the tail amplitude is multiplied by $2^{-3/2}$.

**When $K$ vanishes.** If $h=0$ on all of $S$, $E_L$ is finite there, $F_P\to b/d$, $\mu\ge3$ with equality when $b\ne0$ on part of $S$, and the variance is finite. For one electron this holds at a mirror node: if a reflection commutes with $H$ and changes the sign of $\Psi$, then $H\Psi$ is odd too and vanishes on the mirror. With several electrons, reflecting all of them leaves fixed only the configurations with every electron on the mirror. These are not the whole node, so this symmetry alone does not make $K$ vanish. The same holds if $t=0$ on $S$, since $\partial\Psi/\Psi$ is then finite there and only $E_L$ can grow as $1/d$. For an eigenstate $E_L=E$ and $F_P$ vanishes identically.

## Complex trial functions

With spin-orbit coupling the spinor determinants are complex functions of the sampled variables, positions and spin coordinates. A zero needs $\mathrm{Re}\Psi=0$ and $\mathrm{Im}\Psi=0$. Where the two gradients are independent the zero set $\Sigma$ has codimension two. Near it

$$F_P\to-\frac{2\,\mathrm{Re}[(\partial\Psi)^*H\Psi]}{|\Psi|^2},$$

since $(\partial\Psi/\Psi)^*(H\Psi/\Psi)=(\partial\Psi)^*H\Psi/|\Psi|^2$. Let $C$ be the magnitude of the numerator on $\Sigma$. In the plane normal to $\Sigma$ use $u=\mathrm{Re}\Psi$, $v=\mathrm{Im}\Psi$ as coordinates, with area element $du\,dv/J$, where $J$ is the area of the parallelogram spanned by $\nabla u$ and $\nabla v$. The condition $|F_P|>x$ is the disc $u^2+v^2<C/x$, over which $\int(u^2+v^2)\,du\,dv=2\pi(C/x)^2/4$. Hence

$$P(|F_P|>x)\to\frac{\pi}{2x^2}\int_\Sigma\frac{C^2}{J}\frac{d\sigma}{N}.$$

If $C\ne0$ on part of $\Sigma$, then $q=4$, $p=2$, $\mu=2$, and the variance diverges as a logarithm. If $C=0$ on all of $\Sigma$, the numerator is at most of order $|\Psi|$ nearby, so $p\le1$, $\mu\ge4$ and the variance is finite; the trial function of the complex case below has this property when $c=1$. An estimator $w/\Psi$ has $p=1$, $\mu=4$. As $\Psi$ approaches a real function times a constant phase with $C$ staying nonzero, $J\to0$, the amplitude grows without bound, and in the limit the codimension-one result with $\mu=3/2$ applies.

## Worked example

The model is one electron and two $Z=1$ centres, the Hamiltonian of H$_2^+$, with A at the origin and B at $z=R=1$ Å. The trial function is

$$\Psi=e^{-\alpha r_A^2}-c\,e^{-\alpha r_B^2},\qquad\alpha=1.5\ \text{Å}^{-2},\quad c=1.5 .$$

It is a crude antibonding function whose asymmetry places the node off the mirror plane; its energies and forces are properties of this trial, not predictions for the ion. Both centres carry either the Coulomb potential or the smooth form above with round, unfitted parameters $a=b=\delta=20$ Å$^{-2}$, $\gamma=-80$ eV. Computed values are listed in the numerical output that follows, where the smooth potential is labelled ECP. Formulas convert by restoring $e^2=14.3996$ eV Å, read from the ion-ion force $-14.3996$ eV/Å at 1 Å. One hartree per bohr is $51.4221$ eV/Å, and $\hbar^2/m$, a hartree times a squared bohr, is $14.3996^{3/2}/51.4221^{1/2}=7.6200$ eV Å$^2$.

**Means.** For the Coulomb case the electronic force is $1.554-2.640=-1.086$ eV/Å, and for the smooth potential $3.3632-3.5095=-0.1463$ eV/Å. Both sums were tested against finite differences of the energy built from Gaussian matrix elements, and the zero mean of the extra term in $F_T$ by quadrature. The Pulay mean exceeds the Hellmann-Feynman mean in size and cannot be dropped for this trial. The energies, $-16.59$ and $-13.19$ eV, differ by 3.4 eV; the smooth potential was not fitted to reproduce the Coulomb one.

**Nucleus.** With $\int e^{-2\alpha r^2}=(\pi/2\alpha)^{3/2}$ and overlap factor $e^{-\alpha R^2/2}$,

$$N=(\pi/3)^{3/2}\,(1+2.25-3e^{-0.75})=1.07163\times1.83290=1.96418\ \text{Å}^3,$$

and $\rho_0=(1-1.5e^{-1.5})^2/N=0.44263/1.96418=0.22535$ Å$^{-3}$. The tail amplitude is $1.67552\times0.22535\times14.3996^{3/2}=20.63$ (eV/Å)$^{3/2}$. At $x=10^6$ eV/Å the formula gives $2.06317\times10^{-8}$ and quadrature of the density over the region $r<r_x$ gives $2.06312\times10^{-8}$. At $x=500$ eV/Å the formula predicts $20.632\times500^{-3/2}\times4096000\approx7559$ exceedances among 4096000 samples, whereas quadrature gives 7165 and direct sampling 7231, within one standard deviation $\sqrt{7165}\approx85$ of the quadrature. At this $x$ the leading term exceeds the quadrature by 5.5%. The relative gap at $10^6$ eV/Å, between $2\times10^{-5}$ and $3\times10^{-5}$ within the rounding of the digits shown, is smaller by roughly the factor 2000 in $x$, consistent with the $1/x$ correction. The coefficient $\epsilon\langle F_{HF}^2\rangle=4.18879\times0.22535\times14.3996^2=195.7$ eV$^2$/Å corresponds at $\epsilon=0.001$ Å to a root mean square of about 440 eV/Å around a mean of 1.55 eV/Å. With the smooth potential the standard deviation is 16.9 eV/Å, well below the bound $\max|V'|=197.8$ eV/Å. The shell exponents for $s=0.25,0.5,0.75$ come out as $0.5,0,-0.5$, equal to $1-2s$, and the $\sin(1/r)$ shell ratio as 0.498.

**Block means.** The interquartile spread of block means between $n=256$ and $4096$ falls with exponent $-0.505$ for the smooth potential and $-0.309$ for Coulomb, against $-1/2$ and $-1/3$. The test on the Coulomb value accepts $-0.42$ to $-0.20$, which excludes $-1/2$ without fixing $-1/3$. That the remaining difference reflects finite $n$ and quartile noise is a conjecture.

**Node.** Setting $\Psi=0$ gives $r_B^2-r_A^2=R^2-2zR=\ln c/\alpha$, a plane at $z_0=R/2-\ln c/(2\alpha R)=0.5-0.405465/3=0.364845$ Å. Write $\Psi=G\chi(z)$ with $G=e^{-\alpha(x^2+y^2)}$ and $e_0=e^{-\alpha z_0^2}$; on the plane both terms of $\Psi$ equal $e_0G$. From $\nabla^2e^{-\alpha r^2}=(4\alpha^2r^2-6\alpha)e^{-\alpha r^2}$,

$$h=-2\alpha^2(r_A^2-r_B^2)e_0G=2\alpha\ln c\;e_0G .$$

The gradient is $[-2\alpha z_0+2\alpha(z_0-R)]e_0G\,\hat z$, so $g=2\alpha Re_0G$, and $t=2\alpha z_0e_0G$. Then $K=2z_0\ln c/R^2$, uniform on the plane, and $B=(2\alpha R)^2e_0^2/\!\int\!\chi^2dz$ because $\int G^2$ cancels against $N$. Numerically $K=2\times0.364845\times0.405465\times7.6200=2.2545$ eV Å. With $e_0^2=e^{-0.399336}=0.670765$ and $\int\chi^2dz=1.02333\times1.83290=1.87566$ Å, $B=9\times0.670765/1.87566=3.2185$ Å$^{-3}$. The amplitude $\frac23BK^{3/2}$ is 7.263 (eV/Å)$^{3/2}$.

The nodal tests use the smooth potential. At $x=10^6$ eV/Å quadrature gives $7.26311\times10^{-9}$ against $7.26333\times10^{-9}$. Sampling finds 495 points within the nodal region with $F_P<-1500$ eV/Å, against 502 from quadrature, and none above $+1500$ eV/Å, in line with $K>0$. The leading formula gives 512 there, 2% above quadrature. The coefficient $2BK^2=32.72$ eV$^2$/Å implies a root mean square near 180 eV/Å for a cut at $\epsilon=0.001$ Å, and the slab holds $-2BK\epsilon=-0.0145$ eV/Å, 0.4% of $\langle F_P\rangle$. The tail ratio of $F_T$ to $F_P$ is 0.35356, against $2^{-3/2}=0.35355$. For $c=1$, $\ln c=0$ and $K=0$, and the measured exponent is 3. With exponents 2.0 and 1.0 Å$^{-2}$ on A and B the node is a sphere with varying $K$, and quadrature over the formula is 0.99999 at $10^7$ eV/Å. For this trial the nodal amplitude is $7.263/20.63\approx35\%$ of the Coulomb nuclear one; smoothing the potential removes the latter and leaves the former.

**Projector.** For $v=50\ \text{eV}\times e^{-(5\,\text{Å}^{-2})r^2}$ on A, treated apart from $H$, $\langle F_{NL}\rangle=7.48$ eV/Å agrees with the finite difference of $\langle V_{NL}\rangle$ at fixed $\Psi$. The standard deviation is 23.0 eV/Å and the tail amplitude 1851 (eV/Å)$^3$, matched by quadrature at $10^5$ eV/Å.

**Complex case.** Adding $i\kappa x\,e^{-\alpha r_A^2}$ with $\kappa=2$ Å$^{-1}$ reduces the zeros to the line $x=0$, $z=z_0$. This tests the geometry of codimension-two zeros; the Hamiltonian contains no spin-orbit operator. The added part, its image under $H$ and its $\lambda$ derivative are all proportional to $x$ and vanish on the line, so $C=2ht=8\alpha^2z_0\ln c\,e_0^2G^2$ and $J=g\,\kappa e_0G=2\alpha R\kappa e_0^2G^2$. At $y=0$, $C=18\times0.364845\times0.405465\times0.670765\times7.6200=13.610$ and $J=6\times0.670765=4.0246$ in eV and Å units. The norm gains $\kappa^2(\pi/2\alpha)^{3/2}/(4\alpha)=0.71442$ Å$^3$ and becomes 2.67860 Å$^3$, and $\int G^2dy=1.02333$ Å. The amplitude is $\frac\pi2\times(13.610^2/4.0246)\times1.02333/2.67860=27.62$ (eV/Å)$^2$, and quadrature over the formula is 0.99999 at $10^6$ eV/Å. The truncated second moment then grows as $2\times27.62\,\ln X$, about 127 (eV/Å)$^2$ per decade of $X$.

## Values computed for the example and the checks

```
R = 1 A
alpha = 1.5 A^-2
c = 1.5
ECP a=b=delta = 20 A^-2
ECP gamma = -80 eV
1 hartree/bohr = 51.4221 eV/A
ion-ion force on A = -14.3996 eV/A
Coulomb E electronic = -16.5909 eV
Coulomb <F_HF> = 1.55442 eV/A
Coulomb <F_P> = -2.64042 eV/A
Coulomb -dE/dlam finite diff = -1.086 eV/A
ECP E electronic = -13.1856 eV
ECP <F_HF> = 3.36324 eV/A
ECP <F_P> = -3.50952 eV/A
ECP -dE/dlam finite diff = -0.146282 eV/A
large threshold x = 1e+06 eV/A
cutoff eps = 0.001 A
rho0 = 0.225351 A^-3
Coulomb tail amplitude = 20.6317 (eV/A)^1.5
Coulomb P(|F|>x) quadrature = 2.06312e-08
Coulomb P formula = 2.06317e-08
Coulomb eps*<F^2> = 195.727 eV^2/A
shell exponent for s=0.25 = 0.5000
shell exponent for s=0.5 = -0.0000
shell exponent for s=0.75 = -0.5000
sin(1/r) shell / Coulomb shell = 0.498043
ECP max|V'| = 197.842 eV/A
ECP F_HF std dev = 16.8856 eV/A
node z0 = 0.364845 A
K = 2.25447 eV A
B = 3.21855 A^-3
Pulay tail amplitude = 7.26333 (eV/A)^1.5
Pulay P(F<-x) quadrature = 7.26311e-09
Pulay P formula = 7.26333e-09
total-derivative / Pulay tail = 0.353561
Pulay eps*<F^2> = 32.7175 eV^2/A
Pulay mean inside |d|<eps = -0.0145122 eV/A
tail exponent, symmetric node c=1 = 3
spherical node exponents = 2.0, 1.0 A^-2
spherical node tail(10x): quadrature/formula = 0.999994
projector strength = 50 eV
projector exponent = 5 A^-2
<F_NL> = 7.48331 eV/A
F_NL std dev = 23.0226 eV/A
F_NL tail amplitude = 1850.68 (eV/A)^3
F_NL tail(x/10): quadrature/formula = 1
kappa = 2 A^-1
complex tail amplitude = 27.6198 (eV/A)^2
complex tail(x): quadrature/formula = 0.999993
samples = 4096000
Coulomb |F|>500 eV/A: counted 7231, quadrature 7165
Pulay F<-1500 eV/A near node: counted 495, quadrature 502
Pulay F>+1500 eV/A near node: counted 0
block-mean spread exponent n=256..4096: Coulomb -0.309, ECP -0.505
```
